Mode shift and junction loss in a bent parabolic-index waveguide

FIRST HALF: THE GUIDE, THE BEND AND THE MODE SHIFT

A planar waveguide has a refractive index n that depends on one transverse coordinate x:

n²(x) = n0²(1 − g²x²).

Here n0 is the index on the axis, and g, an inverse length, measures how fast the index falls. Light of vacuum wavelength λ has k = 2π/λ, and K = kn0 is the wavenumber on the axis. The electric field points along y, the direction in which nothing varies. For this polarization Maxwell's equations reduce, with no approximation, to one scalar equation for the field E:

∇²E + k²n²E = 0.

The time factor is exp(−iωt), so a wave exp(iβz) with β > 0 travels towards +z. The guide is first straight. It then enters a circular bend whose centre line has radius R, and in the bend x is counted from the centre line, positive away from the centre of curvature. The index profile is the same in both sections.

The parabola makes n² negative beyond |x| = 1/g, which no glass does. The model is therefore meant for modes much narrower than 1/g, and part (a) turns this into a condition on one small number.

**(a) Find the fundamental mode of the straight guide, its width and its propagation constant.**

Solution. Put E(x)exp(iβz) into the scalar equation. Two derivatives along z give −β², so

E'' + [K²(1 − g²x²) − β²]E = 0. (1)

Try a Gaussian, E = exp(−x²/w²). Its derivatives are

E' = −(2x/w²)E,
E'' = (4x²/w⁴ − 2/w²)E.

Equation (1) must hold at every x, so the terms in x² and the constant terms must vanish separately:

4/w⁴ = K²g²,
β² = K² − 2/w².

The first gives the width, and the second then gives the propagation constant:

w² = 2/(Kg), (2)
β² = K² − Kg = K²(1 − s), with s = g/K. (3)

The length w is the distance at which the field has fallen to 1/e of its peak; the intensity has then fallen to 1/e².

To see that this is the fundamental mode, the one of largest β², write (1) as

−E'' + K²g²x²E = (K² − β²)E.

The operator on the left can be factorized:

−d²/dx² + K²g²x² = (−d/dx + Kgx)(d/dx + Kgx) + Kg.

The product on the right, acting on E, gives −E'' − (KgxE)' + KgxE' + K²g²x²E. The two middle terms add up to −KgE, which the final +Kg cancels. Multiply by E and integrate over x, moving the first derivative by parts. For a field that vanishes far away,

(K² − β²)∫E²dx = ∫(E' + KgxE)²dx + Kg∫E²dx.

The first integral on the right cannot be negative, so K² − β² is at least Kg. Equality requires E' = −KgxE, whose solution is the Gaussian just found.

The next mode is x·exp(−x²/w²). Its second derivative is (4x²/w⁴ − 6/w²) times itself, so its propagation constant obeys β1² = K² − 3Kg.

The number s controls the quality of the model. From (2), g²w² = 2g/K = 2s. When s ≪ 1, the mode is much narrower than 1/g, the index changes little across it, and the plane waves that compose it make small angles with the axis. This is the paraxial regime.

**(b) Find the equation for a mode that travels round the bend, in a form that can be compared with (1).**

Solution. Use polar coordinates about the centre of curvature, with r = R + x. A mode of the bend keeps its radial shape and gains phase in proportion to the angle φ:

E = F(r)exp(iνφ).

The arc length on the centre line is Rφ, so the propagation constant measured there is β = ν/R. The scalar equation becomes

F'' + F'/r + (k²n² − ν²/r²)F = 0,

where the prime is now a derivative with respect to r, which equals a derivative with respect to x. The term F'/r has no counterpart in (1). It is removed by the substitution F = G/√r. The derivatives are

F' = r^(−1/2)G' − (1/2)r^(−3/2)G,
F'' = r^(−1/2)G'' − r^(−3/2)G' + (3/4)r^(−5/2)G.

Adding F'/r = r^(−3/2)G' − (1/2)r^(−5/2)G cancels G' and leaves (3/4 − 1/2) = 1/4 in front of r^(−5/2)G. After multiplication by √r,

G'' + [k²n² − (ν² − 1/4)/r²]G = 0. (4)

No approximation has been made. Now put ν = βR and expand in x/R, which is small over the width of the mode:

R²/r² = (1 + x/R)⁻² = 1 − 2x/R + 3x²/R² − 4x³/R³ + …

Equation (4) becomes

G'' + [K²(1 − g²x²) − β² + 2β²x/R − 3β²x²/R² + 1/(4R²) + …]G = 0. (5)

Compared with (1), the main new term is 2β²x/R. It acts like an addition to n² that grows linearly towards the outside of the bend. Its origin is geometrical. All parts of the mode turn through the same angle in the same time, so the outer part covers a longer arc with the same number of wavelengths. Its propagation constant along its own arc is

ν/r = β/(1+ x/R), (6)

which is smaller than β for x > 0. Less index is needed to support it, and this has the same effect in the equation as more index being present.

**(c) Find the shape and position of the fundamental mode in a gentle bend. Express the displacement through g and also through w.**

Solution. First decide which terms of (5) matter. The term 3β²x²/R² has the same form as the guide's own K²g²x². Since β is close to K, their ratio is about 3/(gR)², which is negligible when gR ≫ 1. The cubic term is smaller than the linear one by the factor 2x²/R². The constant 1/(4R²) can alter β² but not the shape. In the linear term β² may be replaced by K² with a relative error s, by (3). What remains is

G'' + [K² − β² − K²g²x² + 2K²x/R]G = 0.

Complete the square. For any length d,

−K²g²(x − d)² + K²g²d² = −K²g²x² + 2K²g²xd.

The last term equals 2K²x/R if g²d = 1/R. Therefore

d = 1/(g²R), (7)

and the equation reads

G'' + [K² + K²g²d² − β² − K²g²(x − d)²]G = 0.

This is (1) with x replaced by x − d and a different constant. Its fundamental solution is

G = exp(−(x − d)²/w²),

with the same w as before. To this order the bend moves the mode without changing its width. Since d is positive, the motion is outward.

To bring in the mode size, solve (2) for 1/g = Kw²/2. Then

d = K²w⁴/(4R) = (πn0w²/λ)²/R, (8)

where the last form uses K = 2πn0/λ. The length πn0w²/λ is the Rayleigh length of a Gaussian beam of radius w in a uniform medium of index n0. The fourth power of w means that, at given wavelength and radius, a mode twice as wide is displaced sixteen times as far, because a wider mode belongs to a weaker guide.

The same displacement follows from rays. A ray in a graded medium curves towards higher index, with curvature equal to the transverse gradient of ln n. Near the axis ln n ≈ ln n0 − g²x²/2, so at distance x outside the axis the ray curves inward with curvature g²x. To follow the bend it needs curvature 1/R. The two agree at x = 1/(g²R), which is (7). On the axis the gradient vanishes, so a ray there would go straight on.

The shifted equation also gives the propagation constant in the bend:

β² = K² − Kg + K²g²d² = K² − Kg + K²/(g²R²).

Measured on the centre line, β is larger than in the straight guide by a relative amount of about 1/(2g²R²). On the arc through the centre of the mode, (6) lowers it by d/R = 1/(g²R²). The net change there is −1/(2g²R²). This equals the relative fall of the index at x = d, which is g²d²/2, as it should.

**(d) The field is F, not G, and β² is not quite K². Find the resulting correction to the displacement, to first order in s.**

Solution. Keeping β² = K²(1 − s) in the linear term multiplies the displacement of G by 1 − s. The change of β² caused by the bend itself is of relative size 1/(gR)² and is left out. Next, F = G/√r contains the factor

r^(−1/2) = R^(−1/2)(1 + x/R)^(−1/2) ≈ R^(−1/2)exp(−x/(2R)).

The exponent of F is therefore

−(x − (1 − s)d)²/w² − x/(2R).

Adding a linear term to a quadratic exponent moves its maximum and leaves its width alone. Setting the derivative to zero gives

x = (1 − s)d − w²/(4R).

By (2), w²/(4R) = 1/(2KgR). Since d = 1/(g²R), this is (g/2K)d = (s/2)d. The field is centred at

d_F = d(1 − 3s/2). (9)

Both corrections point inward, and both are small fractions of d whatever the radius, as long as gR ≫ 1. Equation (9) leaves out terms of relative size a few times 1/(gR)², so it is the leading correction only when 1/(gR)² ≪ s. For the guide of part (e) at R = 1 mm the inward correction is 2.7s instead of 1.5s.

**(e) Evaluate the displacement for λ = 1550 nm, n0 = 1.454, w = 4.00 µm and R = 5.0 mm.**

Solution. These are rough values for a weakly guiding silica waveguide on a silicon chip. Lengths are now in µm. The wavenumber on the axis is

K = 2π × 1.454/1.55 = 5.894 µm⁻¹.

Equation (2) gives the index parameter

g = 2/(Kw²) = 2/(5.894 × 16.0) = 0.02121 µm⁻¹.

Hence s = 0.02121/5.894 = 0.0036 and gR = 0.02121 × 5000 = 106. Both conditions, s ≪ 1 and gR ≫ 1, are well met; the neglected ratio 3/(gR)² is about 0.0003. The displacement is

d = 1/(g²R) = 1/(0.021208² × 5000) = 0.445 µm,

which is 11% of the mode radius.

Equation (4) can also be solved numerically without expanding in 1/R. Here G was represented on 241 equally spaced points between −6w and 6w, with sinc functions for the second derivative, and the largest eigenvalue β² of the resulting matrix was taken with its eigenvector. The centroid of F² then lies at 0.4422 µm. Formula (7) gives 0.4447 µm, and the corrected form (9) gives 0.4447 × (1 − 0.0054) = 0.4423 µm. The correction of part (d) therefore accounts for nearly all of the difference.

SECOND HALF: THE JUNCTION AND ITS LOSS

The guide has n² = n0²(1 − g²x²), and K = 2πn0/λ. Its straight fundamental mode is E_s = exp(−x²/w²) with w² = 2/(Kg) and propagation constant β_s ≈ K. The small parameter is s = g/K. In a bend of radius R with gR ≫ 1 the mode is the same Gaussian centred at d = 1/(g²R) = K²w⁴/(4R), with x positive outward. More closely, its field F is centred at d(1 − 3s/2). The propagation constant along the arc at x is q(x) = β_b/(1 + x/R), where β_b is the value on the centre line. The example has λ = 1550 nm, n0 = 1.454, w = 4.00 µm and R = 5.0 mm, which give s = 0.0036 and d = 0.445 µm.

**(f) The straight guide is joined abruptly to the bend, with the two axes aligned. Find the fraction T of the power in the straight fundamental mode that enters the fundamental mode of the bend.**

Solution. At the junction plane the electric field and the transverse magnetic field must be continuous. For a forward wave the latter is proportional to the electric field times the local propagation constant: β_sE_s in the straight guide, and q_mF_m for mode m of the bend. The power carried is proportional to the integral of the product of the two fields.

Let the reflected field be ρ(x), with magnetic field −Bρ, where B multiplies each straight mode by its own propagation constant. Let the transmitted field be the sum of t_mF_m. Continuity requires

E_s + ρ = Σ t_mF_m,
β_sE_s − Bρ = Σ t_mq_mF_m.

The modes of the bend are orthogonal with weight 1/r. This follows from the radial equation of part (b), in which the eigenvalue ν² multiplies 1/r². Every q_m is proportional to 1/r. Multiply the first condition by q_0F_0, the second by F_0, and integrate. Only m = 0 survives on the right, and both right-hand sides equal t_0∫q_0F_0²dx. The average of the two equations is

t_0∫q_0F_0²dx = (1/2)∫E_sF_0(β_s + q_0)dx + (1/2)∫F_0(q_0 − B)ρ dx.

The last term is a product of two small quantities. The reflected field exists because the propagation constants on the two sides differ, by a relative amount of order w/R, and the bracket is small in the same way. To see this, move B onto F_0, which is allowed because B is symmetric. Then q_0F_0 differs from β_sF_0 by a relative amount of order w/R. BF_0 differs from β_sF_0 mainly through the first odd straight mode, which F_0 contains with an amplitude of about d/w and whose propagation constant is lower by the relative amount s. Since sd/w = w/(2R), this difference is of order w/R too. The term is therefore at most of order (w/R)² and is dropped; part (i) shows how small this is beside the loss. The bound is generous: for aligned guides the odd parts of q_0F_0 and BF_0 both equal about −β_s·w/(2R) and cancel, so the reflection is far smaller still. Write F for F_0 and q for q_0. Dividing the transmitted power by the incident power gives

T = [(1/2)∫E_sF(β_s + q)dx]² / (β_s∫E_s²dx ∫qF²dx). (10)

To leading order q may be replaced by β_s, which then cancels:

T = (∫E_sF dx)² / (∫E_s²dx ∫F²dx).

For two equal Gaussians a distance d apart, the exponents in the upper integral add up to

−[x² + (x − d)²]/w² = −2(x − d/2)²/w² − d²/(2w²).

The first part integrates to the same value as ∫E_s²dx and ∫F²dx, namely w√(π/2). What remains is exp(−d²/(2w²)), and its square is

T = exp(−d²/w²). (11)

Expression (10) treats the two sides alike, so the same fraction passes from the bend mode into the straight mode at the far end.

**(g) How does the lost fraction depend on the radius, the mode size and the wavelength, and when does this dependence fail?**

Solution. Define L = d²/w². With d = K²w⁴/(4R),

L = K⁴w⁶/(16R²). (12)

Inserting w⁶ = 8/(K³g³), which follows from w² = 2/(Kg), gives the form for a given guide:

L = K/(2g³R²). (13)

The lost fraction is

1 − T = 1 − exp(−L) = L − L²/2 + …

For L ≪ 1 it is L, and it falls as the inverse square of the radius. In decibels the loss is (10/ln 10)L = 4.343L. This follows R⁻² to smaller radii than the lost fraction does, because the logarithm undoes the exponential.

The exponent 2 does not depend on the parabola. In any guide where the tilt 2β²x/R is a small perturbation, it mixes other modes into the fundamental with amplitudes proportional to 1/R. Power is the square of amplitude, so the missing power is proportional to 1/R². What the parabola supplies is the coefficient.

The condition L ≪ 1 means d ≪ w, or R ≫ K²w³/4. In the example this radius, at which d would equal w, is 0.56 mm. The numerical solution of part (e), combined with (10), gives the lost fractions in the last column:

R (mm) | d (µm) | L | lost fraction
1 | 2.223 | 0.3090 | 0.2609
2 | 1.112 | 0.0772 | 0.0732
5 | 0.445 | 0.01236 | 0.01210
10 | 0.222 | 0.00309 | 0.00304
20 | 0.111 | 0.00077 | 0.00076

From 10 to 20 mm the lost fraction varies as R to the power −1.998. At 1 mm it is well below L, mainly because 1 − exp(−L) is then 0.266 and no longer close to L.

For the 5 mm bend, L = (0.4447/4.00)² = 0.01236. The loss of one junction is 4.343 × 0.01236 = 0.0537 dB.

The dependence on wavelength hinges on what is held fixed. For one given guide, with g and n0 taken as independent of wavelength, (13) gives L ∝ K ∝ 1/λ. If guides are compared that have the same mode radius w at their own wavelengths, (12) gives L ∝ 1/λ⁴.

**(h) Where does the missing power go? What happens at a direct reversal of curvature, and how can the loss be reduced?**

Solution. Measure position from the centre of the bend mode, X = x − d. The first odd mode of the bend, normalized like the fundamental, is (2X/w)exp(−X²/w²), because the average of X² over exp(−2X²/w²) is w²/4. The incoming field is exp(−(X + d)²/w²). Its product with the fundamental is a Gaussian centred at X = −d/2, so the odd mode is excited with amplitude

(2/w)(−d/2)exp(−d²/(2w²)) = −(d/w)exp(−L/2).

It receives the power L·exp(−L). The remainder, 1 − exp(−L) − L·exp(−L), is about L²/2. In a gentle bend nearly all the missing power is therefore in the first odd mode. For the 5 mm bend the formula gives 0.0122 and the numerical solution 0.0120.

In the ideal parabola this mode is guided too, so the light has left the fundamental but not the waveguide. At the end of a bend of length ℓ it can return. To first order in L, the amplitude in the final straight fundamental is

(1 − L) + L·exp(−iΔ), with Δ = gℓ,

apart from a common phase. Here the difference of propagation constants follows from β² − β1² = 2Kg, divided by 2K. This is its leading term. The next one raises Δ by the fraction s, which is about 0.6 rad for a 90° turn at R = 5 mm, so it must be kept when a bend length is chosen to bring the light back. The curvature itself adds about 0.04 rad more. The power kept is 1 − 2L + 2L cos Δ. The total loss lies between zero and 4L, depending on the length. It equals 2L, the sum of two independent junctions, if the odd mode has died out on the way.

At a direct reversal of curvature, the two bend modes are displaced to opposite sides and their centres are 2d apart. Replacing d by 2d in (11) makes the loss in decibels four times that of one straight-to-bend junction. The numerical ratio for the example is 4.000.

The loss arises from misplaced centres, so it can be reduced by moving the straight guide outward by d. The two Gaussians then coincide to leading order. In the example the numerical lost fraction falls from 0.0121 to below 10⁻⁶, a remainder of the order of (w/R)² = 6×10⁻⁷. Keeping the reflected field dropped in (10) changes it by about 10⁻⁷.

**(i) Find the first correction to the coefficient of the R⁻² law.**

Solution. Two effects are of relative order s. First, the field centres are d(1 − 3s/2) apart. Squaring this changes d²/w² to L(1 − 3s).

Second, q in (10) is not constant. Write q/β_s = (1 + η)(1 − x/R), where η is the small relative difference between β_b and β_s. Under the product E_sF the mean of x is d/2, while under F² it is d. Relative to the simple overlap, the squared numerator of (10) acquires the factor

[1 + η/2 − d/(4R)]² ≈ 1 + η − d/(2R),

and the denominator acquires 1 + η − d/R. Their quotient is 1 + d/(2R), from which η has cancelled. Now

d/(2R) = 1/(2g²R²) = (g/K) × K/(2g³R²) = sL.

This raises ln T by sL. Together,

−ln T = L(1 − 4s). (14)

The correction changes the coefficient and leaves the exponent alone. Like (9), it needs 1/(gR)² ≪ s; in the example at R = 1 mm the deficit is 5.9s instead of 4s. The neglected terms of order (w/R)² are of relative order s², since w²/R² = 2/(KgR²) = 4s²L.

Solving the bend equation numerically at R = 20 mm gives a relative deficit of 3.99s for w = 4.00 µm and 3.97s for w = 2.83 µm, a mode for which s is twice as large. At R = 5 mm, (14) gives 0.0537 × (1 − 0.0144) = 0.0529 dB, equal to the numerical loss at this precision.

**(j) A real guide has a cladding. Let the parabola of the example end where the index reaches 1.444. How far do the results move?**

Solution. The index reaches the cladding value at x = ±5.52 µm and is constant beyond. The straight guide now has two guided modes. The same numerical method gives a fundamental of radius 4.10 µm, defined as twice the root-mean-square width of the intensity. At R = 5 mm the displacement is 0.495 µm and the junction loss 0.0629 dB, which are 11% and 17% above the values from (7) and (12).

The direction of the change in displacement can be derived. Call the bracket in (4) V(x), multiply the equation by 2G' and integrate. For a field that vanishes at both ends the result is ∫V'G²dx = 0. To leading order V' is 2β²/R everywhere, plus −2K²g²x inside the core. Hence

∫(core) xG²dx = [β²/(K²g²R)]∫G²dx.

The core alone already supplies the full displacement of the ideal parabola. The tails in the cladding add to it, because the outer tail is the stronger one.

Inserting the actual radius, 4.097 µm before rounding, into (12) gives 0.0620 dB, within 2% of the computed loss. This agreement belongs to this profile and is no general rule. The R⁻² law survives: between 10 and 20 mm, −ln T varies as R to the power −2.005. An outward offset equal to the displacement leaves 0.0013 dB, more than in the ideal parabola, so the bend mode is no longer just a displaced copy of the straight one.

The cladding also permits a second kind of loss. The local propagation constant β/(1 + x/R) falls with x, and beyond

x_c = R[β/(kn_clad) − 1]

it is smaller than kn_clad, the wavenumber in the cladding. The field there oscillates along x instead of decaying, and it carries power away. Light reaches x_c by tunnelling. With κ² = β² − k²n_clad², the squared decay constant falls roughly linearly from κ² at the axis to zero at x_c ≈ κ²R/(2β²). If the core width is ignored, the power is reduced by exp(−(4/3)κx_c) = exp(−2κ³R/(3β²)). This loss is exponential in R, accumulates along the bend, and is distinct from the junction loss.

To obtain it numerically, equation (4) was solved with an outgoing wave, by continuing x into the complex plane beyond x_c. The power then decays along the arc at the rate 2 Im β. For a 90° turn, beside one junction from (12):

R (mm) | tunnelling (dB) | one junction (dB)
2 | 1.05 | 0.335
3 | 0.032 | 0.149
5 | 0.00002 | 0.054

The last column belongs to the ideal parabola; a junction of the guide with cladding loses more, by 17% at 5 mm and by about a third at 2 mm. At 5 mm the junctions dominate. At 2 mm tunnelling exceeds the loss of one junction and is comparable with that of both together, so the total loss no longer follows R⁻².

The same calculation gives the odd mode a decay length of about 1.2 mm at R = 5 mm, against an arc of 7.9 mm. The light lost at the entrance is thus largely radiated within the bend. The surviving odd amplitude at the exit is exp(−7.854/(2 × 1.166)) ≈ 0.034, so interference alters the sum of the two junction losses, about 0.13 dB, by about 3.5% at most.

Index contrasts near 0.01, mode radii of a few µm and bend radii of several mm are roughly typical of doped-silica guides on silicon. Their cores are often closer to a rectangle of uniform index than to a parabola, and for them (12) with the actual mode radius is an estimate whose error has not been found here. For the truncated parabola the junction loss at 5 mm is 17% above (12) and 19% above the numerical loss of the ideal parabola. The slab model leaves out confinement along y, stress, wall roughness and absorption. Silicon wire guides, with their high contrast and submicrometre modes, lie outside the regime s ≪ 1, and the formulas should not be used for them.
